# Temperature drop across the gas gap under a bowed wafer

## Question

I am stuck on an exercise about wafer heating. A wafer 100 mm in diameter has a bow radius of 20 m. It lies on a hot susceptor in hydrogen of conductivity 0.4 W/(m K), and a heat flux of 50 kW/m² passes from the susceptor into the wafer. I am asked to show that the gap adds 7.8 K.

I can write down Fourier's law, but I don't see which thickness to use, since the gap varies from place to place. I also don't know what the 7.8 K is added to. Is the wafer hotter or colder there? Does it matter whether the centre or the rim is lifted? And can conduction alone be trusted at 1000 K and reduced pressure, where there is also radiation and the gas is thin?

## Answer

The 7.8 K is added to the temperature drop from susceptor to wafer, at the place where the gap is widest, compared with the place where the wafer touches. The susceptor is hotter than the wafer, so at fixed susceptor temperature the wafer is *colder* over the wide gap.

I take the susceptor to be flat and at one temperature $T_s$, and the bow radius to be the one at process temperature. For the basic result, the heat flux is uniform and crosses the gap by gas conduction alone. Your doubts about radiation and thin gas then become corrections that can be sized.

### The gap

Let $a=50$ mm be the wafer's radius and $R=20$ m its radius of curvature. In a section through the axis, the wafer is an arc of a circle. Between its centre and its rim the height changes by

$$
s=R-\sqrt{R^2-a^2}=R\left[1-\sqrt{1-\frac{a^2}{R^2}}\right].
$$

Since $a/R=0.0025$ is small, use $\sqrt{1-x}=1-x/2-x^2/8-\dots$ with $x=a^2/R^2$:

$$
s=\frac{a^2}{2R}+\frac{a^4}{8R^3}+\dots
$$

The second term is $a^2/(4R^2)=1.6\times10^{-6}$ of the first and can be dropped. Hence

$$
s=\frac{(0.050\ \text{m})^2}{2\times20\ \text{m}}=62.5\ \mu\text{m}.
$$

Note that $a$ is half the diameter. Two shapes are possible, with local gap

$$
h_{\rm dome}(r)=\frac{a^2-r^2}{2R},\qquad h_{\rm bowl}(r)=\frac{r^2}{2R}.
$$

A dome touches at its rim and is widest at the centre; a bowl touches at its centre and is widest at the rim. Both have the same greatest gap $s$.

### The temperature drop

Let $z$ point upward from the susceptor. Fourier's law for an upward flux $q$ is $q=-k\,dT/dz$. With constant $k$, integration from $z=0$ to $z=h$ gives

$$
T_w=T_s-\frac{qh}{k},\qquad D(r)\equiv T_s-T_w=\frac{q\,h(r)}{k}.
$$

The varying gap does not spoil this. The field $T=T_s-qz/k$ satisfies Laplace's equation and is constant on the susceptor, and it carries a flux $q$ per unit horizontal area whatever the shape of the wafer. If $q$ is instead meant per unit area of the tilted surface, the two differ by a relative amount of about $\tfrac12(a/R)^2=3\times10^{-6}$. A two-dimensional solution for that second case also gives 7.8125 K.

In this ideal model $D=0$ at the contact, so the extra drop at the widest point is

$$
\boxed{\Delta T=\frac{qs}{k}=\frac{qa^2}{2Rk}}
$$

$$
\Delta T=\frac{(5.0\times10^4\ \text{W/m}^2)(62.5\times10^{-6}\ \text{m})}{0.4\ \text{W/(m K)}}=7.8\ \text{K}.
$$

That is the required result. It vanishes for a flat wafer, $R\to\infty$, and at fixed bow radius it grows as the square of the wafer's diameter.

### Does thin gas change the answer?

Molecules leave a wall without having fully taken up its temperature, and at low pressure they cross a narrow gap with few collisions. This adds a thermal resistance that remains when $h\to0$.

To find it, consider the collisionless limit. The number of molecules striking unit area per second is $p/\sqrt{2\pi m k_BT}$, where $m$ is the molecular mass. Fast molecules strike more often, so the mean translational energy they carry is $2k_BT$ rather than $\tfrac32k_BT$. Thus each molecule carries $\tfrac12k_BT$ more than the mean internal and translational energy of the gas, $k_BT/(\gamma-1)$, where $\gamma$ is the ratio of heat capacities. Per kelvin, it carries

$$
k_B\left(\frac1{\gamma-1}+\frac12\right)=k_B\frac{\gamma+1}{2(\gamma-1)}.
$$

For $\gamma=1.4$ this is $3k_B$: two parts from translation and one from rotation.

Let $\alpha$ be the accommodation coefficient, the fraction of the way by which a molecule adjusts to the wall it hits. The temperatures $T_s'$ and $T_w'$ of the molecules leaving the two walls obey

$$
T_s'=\alpha T_s+(1-\alpha)T_w',\qquad T_w'=\alpha T_w+(1-\alpha)T_s'.
$$

Subtracting the second from the first gives $T_s'-T_w'=\alpha(T_s-T_w)-(1-\alpha)(T_s'-T_w')$, and therefore

$$
T_s'-T_w'=\frac{\alpha}{2-\alpha}(T_s-T_w).
$$

The product of number flux, energy per kelvin and this factor gives the molecular conductance. With $k_B/m=R_g/M$, where $R_g$ is the gas constant and $M$ the molar mass,

$$
G_m=\frac{\alpha}{2-\alpha}\,\frac{\gamma+1}{2(\gamma-1)}\,p\sqrt{\frac{R_g}{2\pi MT}}.
$$

For hydrogen at 1000 K and 100 Torr, with a rough $\alpha=0.30$, this is 5718 W/(m² K). The continuum conductance of the widest gap is $k/s=6400$ W/(m² K), so the two resistances are comparable. I join the limits by adding resistances:

$$
D=q\left(\frac hk+\frac1{G_m}\right).
$$

This is an interpolation. It is right for a collisionless gap, and for a wide one it gives the main term $h/k$ correctly but the constant offset only approximately. Between these limits it is an estimate. Here the added resistance equals that of about 70 µm of gas. It is so large mainly because accommodation is weak: with $\alpha=1$ it would equal only about 12 µm. The mean free path is about 4 µm, so molecules collide many times in crossing the widest gap. They seldom collide only where the gap itself is a few micrometres or less: within about 2 mm of a dome's rim, or about 13 mm of a bowl's centre.

The offset $q/G_m$ is 8.7 K at 100 Torr and 1.15 K at 760 Torr, with flux and $\alpha$ held fixed. At 100 Torr it exceeds the bow term. But within this model it is the same at the contact and over the wide gap, so it cancels from their difference, which stays at 7.8 K. In a real gas the cancellation is not exact: the offset grows somewhat as collisions set in. In a BGK kinetic model of the gap this raises the difference by about half a kelvin at 100 Torr and by less than 0.1 K at 760 Torr. The corrected figures below use the simple sum of resistances and leave this out unless stated. The total drop from susceptor to wafer is a different quantity and does depend on pressure.

Buoyant flow is negligible. With a rough viscosity of $2\times10^{-5}$ Pa s and heat capacity of 15 kJ/(kg K), the Rayleigh number of the gap at 100 Torr is below $10^{-9}$, even with the temperature jump included, against roughly 1700 for the onset of convection between rigid plates.

### Radiation across the gap

Treat both surfaces as grey, diffuse and opaque, with emissivities $\varepsilon_w$ and $\varepsilon_s$. Of the black-body radiation scale $\sigma T_s^4$, the susceptor emits a fraction $\varepsilon_s$, and the wafer absorbs a fraction $\varepsilon_w$ at each arrival. Summing over repeated reflections,

$$
E=\varepsilon_s\varepsilon_w\sum_{n=0}^{\infty}\left[(1-\varepsilon_s)(1-\varepsilon_w)\right]^n
=\frac{\varepsilon_s\varepsilon_w}{\varepsilon_s+\varepsilon_w-\varepsilon_s\varepsilon_w}
=\frac1{1/\varepsilon_s+1/\varepsilon_w-1}.
$$

The net flux is $\sigma E(T_s^4-T_w^4)$. For a drop small compared with $T$, it becomes $G_rD$, with $G_r=4\sigma T^3E$. For $\varepsilon_w=0.70$, $\varepsilon_s=0.85$ and $T=1000$ K, $G_r=141$ W/(m² K).

Radiation offers a parallel path. With ideal contact and no temperature jump, the added drop becomes

$$
\frac{q}{k/s+G_r}=\frac{50000}{6400+141}\ \text{K}=7.64\ \text{K}.
$$

### The colder wafer loses less heat

The flux is not quite uniform either, because a colder part of the wafer sends less heat upward. At 1000 K the wafer radiates $\varepsilon_w\sigma T^4=39.7$ kW/m² from its top. If the remaining 10.3 kW/m² goes through the gas to a wall at 300 K, the loss coefficient is $h_c=14.7$ W/(m² K). The slope of the total loss with wafer temperature is

$$
G_t=4\varepsilon_w\sigma T^3+h_c=173\ \text{W/(m}^2\text{ K)}.
$$

Suppose the contact is at 1000 K and loses exactly $q$. With ideal contact and without gap radiation, the balance over the wide gap is $(k/s)D=q-G_tD$, so $D=q/(k/s+G_t)=7.61$ K.

### All local corrections together

The corrections are not simply additive. The jump raises the whole drop that drives the gap radiation, and it lowers the gas conductance with which radiation and the change in top loss compete. Let $D_0$ be the drop at the contact and $D_0+\delta$ that at the widest gap. The gas conductances at these places are $G_m$ and

$$
G_s=\left(\frac sk+\frac1{G_m}\right)^{-1}=3020\ \text{W/(m}^2\text{ K)}.
$$

The two heat balances are

$$
(G_m+G_r)D_0=q,\qquad (G_s+G_r)(D_0+\delta)=q-G_t\delta.
$$

Substitute the first $q$ into the second and collect $\delta$:

$$
(G_s+G_r+G_t)\,\delta=(G_m-G_s)D_0.
$$

The definition of $G_s$ gives $1/G_s-1/G_m=s/k$, hence $G_m-G_s=G_mG_s\,s/k$. With $D_0=q/(G_m+G_r)$,

$$
\delta=\frac{qs}{k}\;\frac{G_m}{G_m+G_r}\;\frac{G_s}{G_s+G_r+G_t}.
$$

Both fractions tend to one when radiation and loss feedback are absent, which shows again that the jump alone cancels. Here they are 0.976 and 0.906, and

$$
\delta=7.81\times0.976\times0.906\ \text{K}=6.9\ \text{K}.
$$

A balance that keeps the fourth powers of temperature gives 6.91 K, against 6.90 K from the linear formula. Both rest on the added resistances; with the kinetic growth of the offset mentioned above, the result is about 7.3 K.

### Heat flow along the wafer

Silicon conducts heat sideways and evens out the temperature. Let $K=k_wt$, with rough conductivity $k_w=31$ W/(m K) and thickness $t=525$ µm. The gap heat plus the heat arriving sideways must equal the loss:

$$
\frac khD+K\nabla^2T_w=q,\qquad T_w=T_s-D.
$$

First take a dome whose rim is held at $T_s$, with the other corrections switched off. Try $D=q'h/k$ with constant $q'$. Since $\nabla^2r^2=4$ in polar coordinates, $\nabla^2h=-2/R$, and so $\nabla^2T_w=2q'/(kR)$. The balance becomes

$$
q'+\frac{2K}{kR}q'=q,\qquad q'=\frac q{1+2K/(kR)}=0.996\,q.
$$

The centre receives a little heat sideways, and the added drop falls to 7.78 K.

A wafer with an insulated edge is different: the temperature must have zero slope there, which the local profile does not have. Write the true drop as $D_{\rm loc}+u$. In a narrow edge region, $u$ obeys $Ku''=Gu$, where $G$ is the sum of gas, radiative and top-loss conductances at the edge. The solution that decays inward is $u=A\,e^{-(a-r)/\ell}$ with $\ell=\sqrt{K/G}$. Zero total slope at $r=a$ requires $A/\ell+D_{\rm loc}'(a)=0$, hence

$$
A=-\ell D_{\rm loc}'(a).
$$

For the dome, $D_{\rm loc}$ falls outward, so $A>0$ and the warm rim is cooled. For the bowl, the sign is reversed and the cold rim is warmed. Both reduce the spread in temperature.

The lengths are 1.64 mm for the dome and 2.21 mm for the bowl. Taking a parabolic profile of height 6.9 K, the edge slope is $2\delta/a=0.28$ K/mm, which predicts shifts of about 0.45 K and 0.61 K. The full radial calculation gives 0.45 K and 0.54 K. The estimate replaces the actual edge slope by that of a parabola and ignores the curvature of the profile. Ignoring the curvature makes both shifts too large. The local drop rises ever more slowly as the gap widens, so the actual slope is steeper than the parabola's at the dome's rim and gentler at the bowl's. The two errors therefore partly cancel for the dome and add for the bowl.

With jump, radiation, loss feedback and sideways flow included and an insulated edge, the greatest temperature difference across the wafer is 6.4 K for the dome and 6.3 K for the bowl. The kinetic growth of the offset raises these to about 6.6 K and 6.7 K, so the last digit, and which shape comes out larger, should not be trusted. Thus the answer to "centre or rim?" is that, in this case, the cold place moves while its depth hardly changes.

A rim that faces cold surroundings is not insulated. It radiates up to $\varepsilon_w\sigma T^4t=21$ W per metre of its length, which cools it by a further $\varepsilon_w\sigma T^4t\,\ell/K$, or 2 to 3 K. This adds to the difference for a bowl, whose rim is already the cold place, bringing it to about 9 K; for a dome it cools the warm place and lowers the difference to about 5.5 K. The two shapes then differ clearly. A rim that faces the hot wall of a pocket exchanges much less heat.

### Which bow radius?

Heat passing through the wafer also bends it. The drop from its lower to its upper face is

$$
\frac{qt}{k_w}=0.85\ \text{K}.
$$

This is separate from the gap drop. It varies by about 2 % over most of the wafer, because the colder parts lose slightly less heat, and by 4 to 5 % once an insulated edge is counted, where sideways flow changes the flux entering the lower face. The hotter lower face expands more. For a free, thin, isotropic plate with a linear temperature profile, all layers can expand without stress if the plate takes the curvature

$$
\kappa_{\rm th}=\beta\left|\frac{dT}{dz}\right|=\frac{\beta q}{k_w},
$$

where $\beta$ is the expansion coefficient. With $\beta=4\times10^{-6}$ K⁻¹, the corresponding radius is 155 m. The longer lower face makes the wafer a bowl.

The 20 m in the exercise must already include this effect. If you are given the radius without heat flux, add the two curvatures with their signs. The thermal part is $20/155=13$ % of the given curvature, so it strengthens a bowl or weakens a dome by a visible amount. This sum leaves out the wafer's own weight, which flattens either shape by a few micrometres.

### Comparison with a real process

These values are meant to resemble silicon epitaxy from silane, SiH₄, diluted in hydrogen. The temperature, pressure, emissivities and silicon properties are rough typical values. A strained film can produce a bow of 62.5 µm: by Stoney's formula, a film 1 µm thick needs a stress of about 0.4 GPa. The exercise gives the conductivity of hydrogen to one figure only, and this matters. A value of 0.45 W/(m K) would lower the ideal result from 7.8 K to 6.9 K, about as much as all the local corrections together. The 6.3 to 6.4 K found above still used 0.4 W/(m K), so a higher conductivity would reduce it further.

A real susceptor may have a recessed pocket and need not be isothermal. In the ideal model, an extra uniform depth $d$ adds $qd/k$ everywhere and leaves the difference $qs/k$ unchanged. Temperature variations of the susceptor itself are not included and would have to be added separately.

### What a pyrometer and the growth rate would show

Suppose the contact region is at $T_0=1000$ K and the cold region at $T_c=T_0-7.8$ K. By Planck's law, with the same emissivity at both places, their radiance ratio at wavelength $\lambda$ is

$$
\frac{L(T_c)}{L(T_0)}=\frac{e^{c_2/(\lambda T_0)}-1}{e^{c_2/(\lambda T_c)}-1},\qquad c_2=\frac{hc}{k_B},
$$

where $h$ and $c$ now denote Planck's constant and the speed of light. At 950 nm, the cold region is 11 % dimmer. A pyrometer that views the wafer at both places can detect this. One that views only the susceptor, held at fixed $T_s$, gets no signal from the gap.

The growth rate can also respond. If it is limited by surface kinetics with a rough activation energy $E_a=2.0$ eV, and gas composition and pressure are held fixed, then

$$
\frac{\text{rate}(T_c)}{\text{rate}(T_0)}=\exp\left[-\frac{E_a}{k_B}\left(\frac1{T_c}-\frac1{T_0}\right)\right].
$$

The rate is 17 % lower in the cold region. This estimate does not apply when transport of silane through the gas limits growth. Both percentages use the ideal 7.8 K; the smaller difference found above for an insulated edge gives smaller changes. The numerical output below lists the main inputs and the separate corrections.

## Table of computed values

```
Wafer diameter: 100 mm
Bow radius: 20 m
Heat flux: 50 kW/m2
Hydrogen conductivity: 0.40 W/(m K)
Widest gap: 62.50 um
Parabola relative error: 1.56e-06
Ideal added drop: 7.8125 K
Added drop, 2D conduction: 7.8125 K
Wafer reference temperature: 1000 K
Cold-wall temperature: 300 K
Pressure: 100 Torr
Wafer thickness: 525 um
Silicon conductivity: 31.0 W/(m K)
Silicon expansion coefficient: 4.0e-06 1/K
Wafer emissivity: 0.70
Susceptor emissivity: 0.85
Accommodation coefficient: 0.30
Hydrogen heat-capacity ratio: 1.40
Rough hotter-gas conductivity: 0.45 W/(m K)
Added drop with hotter-gas k: 6.94 K
Gas conductance at widest gap: 6400 W/(m2 K)
Molecular conductance: 5718 W/(m2 K)
Equivalent total jump length: 69.9 um
Jump offset at 100 Torr: 8.74 K
Jump offset at 760 Torr: 1.15 K
Added drop with jump only: 7.812 K
Gap radiation conductance: 141.3 W/(m2 K)
Added drop, radiation only: 7.644 K
Top radiative loss: 39.69 kW/m2
Top gas-loss coefficient: 14.72 W/(m2 K)
Top loss slope: 173.5 W/(m2 K)
Added drop, top feedback only: 7.606 K
Ideal-rim lateral flux factor: 0.99595
Added drop, ideal-rim lateral: 7.781 K
Added drop, all local effects: 6.904 K
Added drop, nonlinear balance: 6.909 K
Dome edge length: 1.64 mm
Dome edge shift: 0.447 K
Dome combined difference: 6.399 K
Bowl edge length: 2.21 mm
Bowl edge shift: 0.538 K
Bowl combined difference: 6.328 K
Through-wafer drop: 0.847 K
Thermal bow radius alone: 155.0 m
Gap Rayleigh number: 3.66e-10
Growth activation energy: 2.0 eV
Growth-rate fall for ideal drop: 16.7 %
Pyrometer wavelength: 950 nm
Radiance fall for ideal drop: 11.2 %
```
